# Why a Late Barrier Correction Fails After Spill into an Insulator

Take three metals, each in contact with the same 6 nm insulating film. In a model calculation whose conduction edge is 1.2 eV too low, raise the edge by 1.2 eV before the charge settles. The electron barriers are then 1.0, 0.8 and 0.6 eV, and they follow the metals' work functions. Now let the charge settle first and add the same 1.2 eV afterwards. All three barriers come out at 1.19 eV. The correction has the same size in both procedures, yet the second has lost nearly all knowledge of the metal.

The explanation is that a barrier consists of a band edge and an electrostatic lineup. A late correction repairs the edge. The lineup was produced by a charge density containing electrons that should not be in the film, and a constant added to the edge does not remove them.

## What decides whether electrons spill

Energies are measured from the Fermi level $E_F$, and $e>0$. Let $\phi_0$ be the uncorrected conduction edge in the lineup that would exist with the film's conduction band held empty. The ordinary interface dipole is included in $\phi_0$. Let $\Delta>0$ be the upward shift that the edge needs. Here $\Delta$ is an input; the model does not derive the gap error of a functional.

The case of interest is

$$\phi_0=-D<0,\qquad \phi_0+\Delta>0 .$$

With the correct edge the conduction band is empty at zero temperature. With the uncorrected edge it has states below $E_F$, and a ground-state calculation fills states in order of energy. The metal supplies the electrons.

Could the exchange-correlation potential resist by pushing the edge back up as soon as electrons arrive? A semilocal potential is built from the local density and its derivatives. At the finite valence density of an insulator, it changes smoothly when a little density is added. Local exchange gives the scale:

$$v_x=-\frac{e^2}{4\pi\varepsilon_0}\left(\frac{3n}{\pi}\right)^{1/3},\qquad
\frac{dv_x}{dn}=\frac{v_x}{3n}.$$

Hence a spill $\delta n$ on a valence density $n_v$ changes the potential by

$$\delta v_x\simeq \frac{v_x(n_v)}{3n_v}\,\delta n .$$

For a uniform model density $n_v=500\ \mathrm{nm^{-3}}$ and a spill density of 1.149 nm⁻³, which the density formula below gives for the free-electron mass and a depth of 0.4 eV, this is −0.0086 eV. With local correlation included, the change is −0.0091 eV. It is tiny beside 1.2 eV, and its sign lowers the edge further. In this estimate the restoring force must come from electrostatics.

## The film as a solvable model

Let a film of thickness $L$ lie between two identical ideal metals, at $x=0$ and $x=L$. Its conduction band is parabolic with mass $m$, and its permittivity is $\varepsilon=\varepsilon_r\varepsilon_0$. The spilled electrons raise the electron potential energy by $U(x)$, with $U=0$ at both metals. The local depth of the band edge below the Fermi level is

$$\eta(x)=E_F-E_C(x)=D-U(x).$$

In the Thomas-Fermi approximation at zero temperature, states are filled up to the wave number $k_F=\sqrt{2m\eta}/\hbar$. Two spins in a sphere of radius $k_F$ give

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}
=\frac{1}{3\pi^2}\left(\frac{2m\eta}{\hbar^2}\right)^{3/2},\qquad \eta>0 .$$

The charge density is $-en$, so Poisson's equation for the electrostatic potential $V$ is $V''=en/\varepsilon$. Since $U=-eV$, we have $U''=-e^2n/\varepsilon$. The minus sign in $\eta=D-U$ reverses this:

$$\eta''=K\eta^{3/2},\qquad
K=\frac{e^2}{3\pi^2\varepsilon}\left(\frac{2m}{\hbar^2}\right)^{3/2},
\qquad \eta(0)=\eta(L)=D .$$

The depth is greatest at the metals and least in mid-film, where symmetry requires $\eta'=0$. Call the least value $\eta_m$. The mid-film potential rise is $u_m=D-\eta_m$.

A barrier read in mid-film and then corrected is

$$\phi_{\rm late}=-\eta_m+\Delta .$$

If the shift acts inside the self-consistent loop, the band stays empty, $U=0$, and

$$\phi_{\rm loop}=-D+\Delta .$$

Their difference is

$$\phi_{\rm late}-\phi_{\rm loop}=D-\eta_m=u_m .$$

The error relative to the in-loop result is the potential made by the spurious electrons. What remains is to find its size.

## How far the spill lifts the band

Multiply the differential equation by $\eta'$. The left side becomes $(\eta'^2/2)'$, and the right side becomes $(2K\eta^{5/2}/5)'$. Integrating and using $\eta'=0$ at $\eta=\eta_m$ gives

$$\eta'^2=\frac{4K}{5}\left(\eta^{5/2}-\eta_m^{5/2}\right).$$

Consider first a very thick insulator, in which $\eta$ and $\eta'$ both vanish far from the interface. Then $\eta'=-\sqrt{4K/5}\,\eta^{5/4}$, with the minus sign because the depth falls away from the metal. Therefore

$$\frac{d}{dx}\eta^{-1/4}=-\frac14\eta^{-5/4}\eta'
=\frac14\sqrt{\frac{4K}{5}}=\sqrt{\frac{K}{20}} .$$

Integration from the metal, where $\eta=D$, yields

$$\eta(x)=\frac{D}{(1+x/\ell)^4},\qquad
\ell=\sqrt{\frac{20}{K\sqrt D}} .$$

The band bends up until its edge reaches the Fermi level. There the density vanishes and the bending stops. The total rise is $D$, so the late correction returns $\Delta$ whatever the metal was.

The charge needed follows by integrating $\eta''=e^2n/\varepsilon$ from the interface inward. The sheet density per interface is

$$N=\frac{\varepsilon}{e^2}|\eta'(0)|=\frac{4\varepsilon D}{e^2\ell}.$$

For a finite film, separate variables between the metal and the middle:

$$\frac L2=\int_{\eta_m}^{D}\frac{d\eta}
{\sqrt{(4K/5)(\eta^{5/2}-\eta_m^{5/2})}} .$$

Put $\eta=\eta_m t$ and $r=\eta_m/D$. The numerator supplies $\eta_m$ and the root supplies $\eta_m^{5/4}$, so

$$L\sqrt{\frac K5}\,\eta_m^{1/4}
=\int_1^{1/r}\frac{dt}{\sqrt{t^{5/2}-1}} .$$

From the definition of $\ell$, $\sqrt{K/5}=2/(\ell D^{1/4})$. On the right, put $s=t^{-5/2}$, so that $dt=-(2/5)s^{-7/5}ds$ and $\sqrt{t^{5/2}-1}=s^{-1/2}\sqrt{1-s}$. The result is

$$\frac{2L}{\ell}r^{1/4}
=\frac25\int_{r^{5/2}}^1 s^{-9/10}(1-s)^{-1/2}ds .$$

If the lower limit were zero, the right side would be

$$I=\frac25 B\!\left(\frac1{10},\frac12\right)=4.529,$$

where $B$ is the beta function. For small $r$, the missing piece is approximately $(2/5)\int_0^{r^{5/2}}s^{-9/10}ds=4r^{1/4}$. Moving it to the left gives

$$\eta_m\simeq D\left(\frac{I}{4+2L/\ell}\right)^4 .$$

This shows why changing the metal has so little effect. The full right side is less than $I$, so for any $D>0$

$$\eta_m<D\left(\frac{I\ell}{2L}\right)^4=\frac{25I^4}{K^2L^4}.$$

The last form uses $\ell^4=400/(K^2D)$, and $D$ has cancelled. At fixed thickness, permittivity and mass, even a very deep initial edge leaves a bounded depth in mid-film. Additional depth is taken up by additional spill.

The opposite limit has $L\ll\ell$. The density then stays near $n(D)$, and $U''=-e^2n(D)/\varepsilon$ with zero values at both metals gives

$$U(x)=\frac{e^2n(D)}{2\varepsilon}x(L-x),\qquad
u_m\simeq\frac{e^2n(D)L^2}{8\varepsilon}
=\frac52D\left(\frac L\ell\right)^2 .$$

The last step uses $e^2n(D)/\varepsilon=KD^{3/2}=20D/\ell^2$. A sufficiently thin film therefore has a small error even though its band is occupied: the electrons have too little distance over which to build up a potential.

## The 6 nm example

Take $D=0.4$ eV, $\Delta=1.2$ eV, $\varepsilon_r=6$, $m$ equal to the free-electron mass, and $L=6$ nm. With $e^2/\varepsilon_0=18.095$ eV nm and $\hbar^2/2m=0.03810$ eV nm²,

$$K=\frac{18.095}{6}\,\frac{(1/0.03810)^{3/2}}{3\pi^2}
=13.70\ \mathrm{eV^{-1/2}\,nm^{-2}},$$

$$\ell=\sqrt{\frac{20}{13.70\sqrt{0.4}}}=1.52\ \mathrm{nm}.$$

The film is about four spill lengths thick. The short formula gives

$$\eta_m=0.4\left(\frac{4.529}{4+12/1.519}\right)^4=0.0084\ \mathrm{eV}.$$

A finite-difference solution of the original Poisson equation gives the same value to this precision. Thus

$$u_m=0.4-0.0084\simeq0.392\ \mathrm{eV},$$

$$\phi_{\rm late}=1.192\ \mathrm{eV},\qquad
\phi_{\rm loop}=0.800\ \mathrm{eV}.$$

Changing only the metal gives the comparison with which we began:

| $D$ (eV) | Late barrier (eV) | In-loop barrier (eV) |
|---:|---:|---:|
| 0.2 | 1.193 | 1.000 |
| 0.4 | 1.192 | 0.800 |
| 0.6 | 1.190 | 0.600 |

Near $D=0.4$ eV, the late barrier changes by 0.007 eV for each eV of change in $\phi_0$. The in-loop barrier changes one for one. A reader of the middle column could infer strong Fermi-level pinning by interface states, but this model contains no such states. The pinning comes from spilled charge.

The error also matters for transport. If thermionic emission has a fixed prefactor, raising the barrier by $u_m$ multiplies the predicted current at 300 K by

$$e^{-u_m/k_BT}=e^{-0.3916/0.02585}=2.6\times10^{-7}.$$

The late correction would make the contact look far less leaky than the in-loop calculation does.

Hole barriers suffer the opposite error. The same $U$ raises the valence edge and brings it closer to $E_F$. If a rigid shift is then applied to the valence edge, the hole barrier is too small by $u_m$.

## Why thickness convergence does not reveal the fault

With everything except thickness fixed, the spill error is:

| $L$ (nm) | Error (eV) |
|---:|---:|
| 1 | 0.195 |
| 2 | 0.313 |
| 4 | 0.377 |
| 6 | 0.392 |
| 10 | 0.398 |

In this zero-temperature model the barrier settles as the film grows, but it settles at the wrong value. Between 6 and 10 nm it moves by less than 0.01 eV while its error is about 0.4 eV. Thickness convergence shows that the lineup of the spilled state has been reached. It does not show that this state has the right occupations.

The thin-film escape offers little help here. At 1 nm, the parabolic estimate would give $2.5\times0.4\,(1/1.519)^2=0.43$ eV, more than twice the actual 0.195 eV, so 1 nm is already outside the thin limit. Much thinner films would have few atomic layers, and a continuum band edge would lose its meaning.

The converged edge is also a poor warning sign. In the example it lies just 0.0084 eV below the Fermi level, although the edge before transfer was 0.4 eV below. More telling evidence is conduction-band charge. The film holds $7.0\times10^{13}\ \mathrm{cm^{-2}}$, counting both sides. This charge curves the macroscopically averaged potential, whereas an insulator without free or fixed charge has a straight one.

## Does the argument survive quantum mechanics?

Thomas-Fermi theory omits confinement and the evanescent tails of metal states. Tails matter to the argument because they put some charge into the film even when its conduction band is properly empty. A late shift then has some error without any spill into the band.

A Schrödinger-Poisson calculation includes both effects. One electron band runs through metal, film and metal, with the same mass throughout. Its bottom in the metals is 2 eV below $E_F$, and each metal is 3 nm thick with a hard outer wall. For normalized states $\psi_i(x)$ with subband energies $E_i$, free motion in the plane gives

$$n(x)=\frac{m}{\pi\hbar^2}k_BT\sum_i|\psi_i(x)|^2
\ln\!\left(1+e^{(E_F-E_i)/k_BT}\right).$$

The density in the film determines $U$, again with $U=0$ at the metals, and the cycle is repeated to self-consistency. The electronic temperature is set by $k_BT=0.005$ eV.

| Edge without $U$ (eV) | Converged mid-film edge (eV) |
|---:|---:|
| −0.4 | 0.000 |
| −0.2 | 0.010 |
| +0.4 | 0.485 |
| +0.8 | 0.856 |
| +1.6 | 1.630 |

For the spilled case, compare the shift made after convergence with the shift made before it:

$$(0.000+1.2)-0.856=0.344\ \mathrm{eV}.$$

For a control with $\phi_0=+0.4$ eV and the same 2 eV metal depth, the comparison gives

$$(0.485+1.2)-1.630=0.055\ \mathrm{eV}.$$

The control film has its edge many $k_BT$ above the Fermi level, so its charge belongs to evanescent tails. At energy $E$ below the edge $E_C$, a tail decays with the constant $\sqrt{2m(E_C-E)}/\hbar$. Raising the edge shortens the tail, which is why the lineup changes even here. A rigid correction is thus approximate in the control and badly wrong in the spilled case.

The quantum error is smaller than the Thomas-Fermi error of 0.392 eV because its reference is different. In the spilled run the total rise is 0.400 eV, but tails already raise the properly shifted edge by 0.056 eV. The error is their difference. Halving the mesh changes it by −0.001 eV, and thickening each metal to 4.5 nm changes it by +0.005 eV. The depth of the metal band matters much more. With its bottom 5 eV below $E_F$, stronger tails reduce the spilled error to about 0.25 eV and raise the control error to about 0.08 eV. The model therefore shows that the effect survives, but does not fix its size for a particular metal.

With the metal band 2 eV deep, the loss of information about the metal survives too. Moving the initial edge from −0.4 to −0.2 eV moves the converged edge by 0.05 of that amount. This ratio is small but depends on the metal thickness: it is −0.02 for 3.2 nm metals, −0.01 for 4.5 nm and 0.04 for semi-infinite metals. In the control, moving it from +0.4 to +0.6 eV gives a ratio of 0.92. The loss is only partial when the metal band is 5 eV deep: the ratio in the spilled case rises to about 0.4 for semi-infinite metals, and it varies between about 0.28 and 0.44 for the hard-walled thicknesses tried between 3 and 4.5 nm.

The row starting at −0.2 eV ends slightly above the Fermi level. The amount is not converged to the digits shown: it is 0.010 eV for 3 nm metals, 0.002 eV for 4.5 nm and 0.007 eV for semi-infinite metals. Lowering $k_BT$ to 0.002 eV changes this edge by only about 0.001 eV, so thermal occupation contributes little. The row also shows that a converged edge above $E_F$ is no proof that the edge before transfer was above it.

## Temperature, metal screening and a real film

At finite temperature some conduction states are occupied even when the edge lies above $E_F$. The potential can therefore keep rising beyond the zero-temperature limit $D$. With Fermi-Dirac occupation at 300 K, the error in the semiclassical 6 nm film is 0.428 eV. It also keeps growing slowly with thickness, to 0.461 eV at 10 nm and 0.502 eV at 20 nm. With the shift inside the loop, the thermal charge has a negligible effect on the lineup. Artificial smearing at the same electronic temperature would act in the same way if it used the Fermi-Dirac distribution.

A real metal also screens over a finite length $\lambda$. Continuity of electric displacement makes the field at its surface $\varepsilon_r$ times that in the film. For linear exponential screening, the potential-energy change inside the metal is $\varepsilon_r|\eta'(0)|\lambda$. With $\lambda=0.05$ nm, the depth remaining at the interface falls from 0.4 to 0.236 eV. Yet the total error is 0.393 eV, nearly unchanged. Part of the rise has moved into the metal, while the mid-film edge still ends close to the Fermi level.

These round parameters lie in the rough regime of a titanium dioxide capacitor film on a high-work-function electrode. They are not a first-principles result for that interface. A relative permittivity of 6 represents electronic screening with the ions clamped. If the ions relax, a rough value for rutile is 100, and the error in the 6 nm model falls to 0.265 eV with ideal metals. At this permittivity the screening length of the metal is no longer harmless: with $\lambda=0.05$ nm the error falls only to 0.342 eV. The smaller rise leaves a deeper band, so the remedy for the spill is not ionic relaxation. Changing the density-of-states mass to 0.5 or 3 free-electron masses, with permittivity back at 6, gives errors of 0.371 and 0.399 eV. The interface field of 10.5 MV/cm is far above the roughly 1 MV/cm scale at which breakdown becomes a concern in such oxides. It belongs to the spurious state and should not be read as the field in a working device. Defects, trapped charge and interface chemistry can also alter a real barrier; this model gives no number for them.

## What can be corrected, and when

The shift can be placed inside the self-consistent loop, either directly or through a functional that gives an adequate edge. The latter may also change the interface dipole, so its result need not equal $\phi_0+\Delta$. Alternatively, a calculation can hold the film's conduction band empty. In the semiclassical model this recovers $\phi_0$, and adding $\Delta$ afterwards is then legitimate. With tails present, some lineup error of the kind seen in the control can remain; its size for a band held empty was not calculated here.

An empty band is not always the right answer. If $D>\Delta$, the corrected edge is still below the Fermi level before transfer, and some spill is genuine. The corrected initial depth is $D_c=D-\Delta$. Placing the shift inside the loop gives a mid-film edge at $-\eta_m(D_c)$, so the late result is wrong by

$$\Delta-\eta_m(D)+\eta_m(D_c).$$

In a thick film both mid-film depths vanish and the error tends to $\Delta$. The late correction then predicts a barrier of height $\Delta$ where the properly shifted calculation has an edge at the Fermi level.

One could subtract $u_m$ from a spilled result if it were known. But $u_m$ depends on the metal, thickness, permittivity, mass and temperature, while the rigid shift is supposed to be a property of the bulk insulator. A bulk constant is sufficient when applying it leaves the occupations, and hence the electrostatic lineup, essentially unchanged. That is the condition which spill violates.

## Values computed for the example and the checks

```
Input depth D: 0.40 eV; needed shift: 1.20 eV
Input permittivity: 6.0; mass: 1.0 m_e; L: 6.0 nm
e^2/eps0: 18.0951 eV nm; hbar^2/2m_e: 0.03810 eV nm^2
Coefficient K: 13.696 eV^-1/2 nm^-2
Beta constant I: 4.5292
Density at metal side: 1.149 nm^-3
Same, by counting states: 1.149 nm^-3
Spill length ell: 1.519 nm
Sheet density, thick, one side: 3.492e+13 cm^-2
Sheet density, film, both sides: 6.983e+13 cm^-2
Interface field in film: 10.53 MV/cm
Mid-film eta, beta formula: 8.401 meV
Mid-film eta, short formula: 8.401 meV
Mid-film eta, finite diff.: 8.401 meV
Spill error u_mid: 0.3916 eV
Barrier, shift afterwards: 1.1916 eV
Barrier, shift in loop: 0.8000 eV
False emission factor, 300 K: 2.64e-07
Slope of late barrier vs phi0: 0.0071
D=0.2 eV: late 1.1934, in loop 1.0000 eV
D=0.4 eV: late 1.1916, in loop 0.8000 eV
D=0.6 eV: late 1.1904, in loop 0.6000 eV
L=1 nm: spill error 0.1950 eV
L=2 nm: spill error 0.3132 eV
L=4 nm: spill error 0.3772 eV
L=6 nm: spill error 0.3916 eV
L=10 nm: spill error 0.3981 eV
Model valence density: 500 nm^-3
Exchange change, formula: -8.62 meV
Exchange change, libxc: -8.61 meV
Exchange-correlation change: -9.09 meV
kT at 300 K: 0.02585 eV
Spill error at 300 K: 0.4279 eV
In-loop rise at 300 K: 1.2e-14 eV
Metal screening length used: 0.05 nm
Depth left at interface: 0.2364 eV
Error with metal screening: 0.3930 eV
Error, permittivity 100: 0.2654 eV
Error, mass 0.5 m_e: 0.3706 eV
Error, mass 3.0 m_e: 0.3993 eV
Quantum model: metal 2 eV deep, 3 nm per side, kT 0.005 eV
Quantum edge -0.4 -> -0.0003 eV
Quantum edge -0.2 -> +0.0100 eV
Quantum edge +0.4 -> +0.4845 eV
Quantum edge +0.6 -> +0.6678 eV
Quantum edge +0.8 -> +0.8557 eV
Quantum edge +1.6 -> +1.6297 eV
Quantum error, spilled: 0.3439 eV
Quantum error, control: 0.0548 eV
Quantum slope, spilled: 0.052
Quantum slope, control: 0.917
Shift on halving mesh: -0.85 meV
Shift, metal 4.5 nm: +4.89 meV
```
